# Critical thickness of Si0.8Ge0.2 on Si(001): choosing the right root: verification in Python

```python
"""Critical thickness of a strained Si0.8Ge0.2 film on Si(001).

Result under test, for an isotropic film and a 60-degree dislocation:
  X = A (ln X + 1),  X = h/b,
  A = (1 - nu cos(beta)^2) / (8 pi f (1 + nu) cos(lambda)).
h: film thickness; b: Burgers length; f: compressive misfit strain;
nu: Poisson ratio; G: shear modulus; beta: angle from Burgers vector to
misfit line; lambda: angle from Burgers vector to the in-plane normal of
that line. Lengths are in nm, forces in eV/nm, elastic constants inside
the calculation in eV/nm^3. Material inputs are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

GPA = 1e9 * 1e-27 / constants.e          # one GPa in eV/nm^3
KB = constants.k / constants.e           # eV/K

# Rough material inputs
a_si = 0.543
mismatch_ge = 0.042
ge_fraction = 0.20
nu = 0.28
c11, c12, c44 = 158.0, 61.0, 77.0        # GPa, alloy
G_gpa = (c11 - c12) / 2
G = G_gpa * GPA
a_film = a_si * (1 + mismatch_ge * ge_fraction)
f = (a_film - a_si) / a_film

# Crystal geometry
line = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
in_plane_normal = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
glide_normal = np.ones(3) / np.sqrt(3)
burgers = a_si / 2 * np.array([1.0, 0.0, -1.0])
b = np.linalg.norm(burgers)
cos_beta = abs(burgers @ line) / b
cos_lambda = abs(burgers @ in_plane_normal) / b
assert abs(burgers @ glide_normal) < 1e-12
assert abs(line @ glide_normal) < 1e-12
assert abs(cos_beta - 0.5) < 1e-12 and abs(cos_lambda - 0.5) < 1e-12


def cubic_tensor(k11, k12, k44):
    d = np.eye(3)
    C = k12 * np.einsum('ij,kl->ijkl', d, d)
    C += k44 * (np.einsum('ik,jl->ijkl', d, d)
                + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        C[i, i, i, i] += k11 - k12 - 2 * k44
    return C


def film_stress_tensor(C, misfit):
    """Stress of a film compressed in plane, with a free top surface."""
    e3 = misfit * (C[2, 2, 0, 0] + C[2, 2, 1, 1]) / C[2, 2, 2, 2]
    strain = np.diag([-misfit, -misfit, e3])
    return np.einsum('ijkl,kl->ij', C, strain)


def thread_force(C, misfit, h, bow=0.0):
    """Peach-Koehler force along the misfit line, summed over a thread."""
    s = np.linspace(0, 1, 201)[:, None]
    path = s * h / 2 * np.array([-1.0, -1.0, 2.0])
    path = path + bow * h * np.sin(2.3 * s) * line
    traction = film_stress_tensor(C, misfit) @ burgers
    return abs(np.cross(traction, np.diff(path, axis=0)).sum(axis=0) @ line)


def line_coefficient(C, bvec, tangent):
    """Coefficient of the logarithm in the energy per length."""
    p = np.array([0.0, 0.0, 1.0])
    q = np.cross(tangent, p)
    count = 360
    total = 0.0
    for w in 2 * np.pi * np.arange(count) / count:
        k = np.cos(w) * p + np.sin(w) * q
        m = -np.sin(w) * p + np.cos(w) * q
        mm = np.einsum('i,ijkl,l->jk', m, C, m)
        mk = np.einsum('i,ijkl,l->jk', m, C, k)
        kk = np.einsum('i,ijkl,l->jk', k, C, k)
        total += bvec @ (mm - mk @ np.linalg.solve(kk, mk.T)) @ bvec
    return total / count / (4 * np.pi)


def critical_thickness(C, misfit, alpha=np.e, step=0.0):
    """Larger root of pull = K ln(alpha h/b) + step."""
    pull = thread_force(C, misfit, 1.0)
    K = line_coefficient(C, burgers, line)
    return brentq(lambda h: pull * h - K * np.log(alpha * h / b) - step,
                  K / pull, 1000.0, xtol=1e-12)


lam = 2 * G * nu / (1 - 2 * nu)
C_iso = cubic_tensor(lam + 2 * G, lam, G)
C_cub = cubic_tensor(c11 * GPA, c12 * GPA, c44 * GPA)

# Film stress and force on straight and curved threads
stress = 2 * G * (1 + nu) / (1 - nu) * f
assert np.isclose(-film_stress_tensor(C_iso, f)[0, 0], stress, rtol=1e-10)
for bow in (0.0, 0.7):
    assert np.isclose(thread_force(C_iso, f, 9.0, bow),
                      stress * b * cos_lambda * 9.0, rtol=1e-10)

# Isotropic line energy against the Fourier integral
K_iso = G * b**2 * (1 - nu * cos_beta**2) / (4 * np.pi * (1 - nu))
assert np.isclose(line_coefficient(C_iso, burgers, line), K_iso, rtol=1e-9)

# Edge energy from its real-space displacement, with unit b and G
x, y = sp.symbols('x y', real=True)
v = sp.Rational(7, 25)
r2 = x**2 + y**2
ux = (sp.atan(y / x) + x * y / (2 * (1 - v) * r2)) / (2 * sp.pi)
uy = -((1 - 2 * v) * sp.log(r2) + (x**2 - y**2) / r2) / (8 * sp.pi * (1 - v))
exx, eyy = sp.diff(ux, x), sp.diff(uy, y)
exy = (sp.diff(ux, y) + sp.diff(uy, x)) / 2
lam1 = 2 * v / (1 - 2 * v)
sxx = lam1 * (exx + eyy) + 2 * exx
syy = lam1 * (exx + eyy) + 2 * eyy
sxy = 2 * exy
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxy, y)) == 0
assert sp.simplify(sp.diff(sxy, x) + sp.diff(syy, y)) == 0
density = sp.lambdify((x, y), (sxx * exx + syy * eyy + 2 * sxy * exy) / 2)
angles = 2 * np.pi * (np.arange(64) + 0.5) / 64
edge_K = 2 * np.pi * np.mean(density(np.cos(angles), np.sin(angles)))
screw_K = 2 * np.pi * 0.5 / (2 * np.pi)**2
mixed_K = G * b**2 * (edge_K * (1 - cos_beta**2) + screw_K * cos_beta**2)
assert np.isclose(mixed_K, K_iso, rtol=1e-9)

# Screw below a free surface: area integral of energy with its image
nodes, weights = np.polynomial.legendre.leggauss(200)
core = 0.01
screw_log = 0.0
for low, high in ((-np.pi / 2, 0.0), (0.0, np.pi / 2)):
    theta = (high + low) / 2 + (high - low) / 2 * nodes
    for angle, weight in zip(theta, weights):
        rmax = min(1000.0, 1 / np.sin(angle)) if angle > 0 else 1000.0
        half = np.log(rmax / core) / 2
        radius = core * np.exp(half * (nodes + 1))
        z = radius * np.exp(1j * angle)
        field2 = abs(1 / z - 1 / (z - 2j))**2
        radial = half * np.sum(weights * field2 * radius**2)
        screw_log += 2 * (high - low) / 2 * weight * radial / (2 * np.pi)
assert abs(screw_log - np.log(2 / core)) < 1e-3

# Closed solution against the numerical force balance
A = (1 - nu * cos_beta**2) / (8 * np.pi * f * (1 + nu) * cos_lambda)
X = -A * lambertw(-1 / (A * np.e), -1).real
X_low = -A * lambertw(-1 / (A * np.e), 0).real
h_c = X * b
assert np.isclose(h_c, critical_thickness(C_iso, f), rtol=1e-8)
assert abs(h_c - 12) < 0.5
assert X_low < 1 and A / X_low > 1 and A / X < 1
for ratio, sign in ((0.9, -1), (1.1, 1)):
    h = ratio * h_c
    net = thread_force(C_iso, f, h) - K_iso * (np.log(h / b) + 1)
    assert sign * net > 0

iterates = [10.0]
for _ in range(12):
    iterates.append(A * b * (np.log(iterates[-1] / b) + 1))
assert abs(iterates[-1] - h_c) < 1e-5

sensitivity = -1 / (1 - A / X)
d = 1e-4
numeric = (np.log(critical_thickness(C_iso, f * (1 + d)))
           - np.log(critical_thickness(C_iso, f * (1 - d)))) / (2 * d)
assert abs(numeric - sensitivity) < 1e-5

# Neglected effects
K_cub = line_coefficient(C_cub, burgers, line)
h_cub = critical_thickness(C_cub, f)
bowing = 0.0027
a_bow = a_film - bowing * ge_fraction * (1 - ge_fraction)
f_bow = (a_bow - a_si) / a_bow
h_bow = critical_thickness(C_iso, f_bow)
T_growth, T_room, T_anneal = 820.0, 300.0, 1170.0
expansion_difference = 3.5e-6
f_thermal = ge_fraction * expansion_difference * (T_growth - T_room)
h_hot = critical_thickness(C_iso, f + f_thermal)
h_combined = critical_thickness(C_cub, f_bow + f_thermal)
h_log1 = critical_thickness(C_iso, f, alpha=1.0)
h_log4 = critical_thickness(C_iso, f, alpha=4.0)
surface_energy = 9.0
step_energy = surface_energy * abs(burgers[2])
h_step = critical_thickness(C_iso, f, step=step_energy)

# Rough half-loop barrier, using a character-averaged line energy
sigma = film_stress_tensor(C_iso, f)
shear = abs(glide_normal @ sigma @ burgers) / b
K_loop = G * b**2 * (1 - nu / 2) / (4 * np.pi * (1 - nu))


def loop_energy(R):
    return (np.pi * R * K_loop * (np.log(R / b) + 1)
            - np.pi * R**2 * shear * b / 2)


peak = minimize_scalar(lambda R: -loop_energy(R), bounds=(2, 100),
                       method='bounded')
R_loop, barrier = peak.x, loop_energy(peak.x)
assert loop_energy(0.8 * R_loop) < barrier > loop_energy(1.2 * R_loop)
loop_depth = R_loop * np.sqrt(1 - glide_normal[2]**2)
glide_barrier = 2.2
glide_ratio = np.exp(glide_barrier / KB * (1 / T_growth - 1 / T_anneal))

print(f"Si lattice constant (rough): {a_si:.3f} nm")
print(f"Ge-Si mismatch (rough): {100 * mismatch_ge:.1f} %")
print(f"Ge fraction: {ge_fraction:.2f}")
print(f"film lattice constant: {a_film:.5f} nm")
print(f"misfit strain f: {f:.5f}")
print(f"Burgers length b: {b:.4f} nm")
print(f"cos beta, cos lambda: {cos_beta:.3f}, {cos_lambda:.3f}")
print(f"Poisson ratio (rough): {nu:.2f}")
print(f"C11, C12, C44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"matched shear modulus G: {G_gpa:.1f} GPa")
print(f"film stress: {stress / GPA:.3f} GPa")
print(f"film stress: {stress:.3f} eV/nm^3")
print(f"dimensionless A: {A:.4f}")
print(f"length A*b: {A * b:.4f} nm")
for i, value in enumerate(iterates[:7]):
    print(f"iterate {i}: {value:.4f} nm")
print(f"larger root h/b: {X:.3f}")
print(f"critical thickness: {h_c:.3f} nm = {10 * h_c:.1f} angstrom")
print(f"smaller root: h/b = {X_low:.4f}, h = {X_low * b:.4f} nm")
print(f"map slope at larger, smaller root: {A / X:.3f}, {A / X_low:.2f}")
print(f"log factor at h_c: {np.log(X) + 1:.4f}")
print(f"line coefficient K: {K_iso:.3f} eV/nm")
print(f"pull at h_c: {thread_force(C_iso, f, h_c):.3f} eV/nm")
print(f"line tension at h_c: {K_iso * (np.log(X) + 1):.3f} eV/nm")
print(f"d ln h_c / d ln f: {sensitivity:.3f}")
print(f"screw area integral, core/h = {core}: {screw_log:.4f}")
print(f"screw image formula ln(2h/core): {np.log(2 / core):.4f}")
print(f"full-relaxation line spacing: {b * cos_lambda / f:.1f} nm")
print(f"cubic line coefficient: {K_cub:.3f} eV/nm")
print(f"h_c with cubic anisotropy: {h_cub:.2f} nm")
print(f"bowing parameter (rough): {bowing:.4f} nm")
print(f"misfit with bowing: {f_bow:.5f}")
print(f"h_c with bowing: {h_bow:.2f} nm")
print(f"growth temperature: {T_growth:.0f} K")
print(f"expansion difference (rough): {expansion_difference:.1e} 1/K")
print(f"added thermal misfit: {f_thermal:.6f}")
print(f"h_c with thermal misfit: {h_hot:.2f} nm")
print(f"h_c, cubic + bowing + thermal: {h_combined:.2f} nm")
print(f"h_c with factor ln(h/b): {h_log1:.2f} nm")
print(f"h_c with factor ln(4h/b): {h_log4:.2f} nm")
print(f"surface energy scale (rough): {surface_energy:.1f} eV/nm^2")
print(f"generous step energy: {step_energy:.2f} eV/nm")
print(f"h_c with that step cost: {h_step:.2f} nm")
print(f"half-loop radius at barrier: {R_loop:.1f} nm")
print(f"half-loop depth below surface: {loop_depth:.1f} nm")
print(f"half-loop barrier (rough): {barrier:.0f} eV")
print(f"thermal energy at growth: {KB * T_growth:.4f} eV")
print(f"glide activation energy (rough): {glide_barrier:.1f} eV")
print(f"anneal temperature: {T_anneal:.0f} K")
print(f"glide rate ratio, anneal/growth: {glide_ratio:.2e}")
print("every check passed")
```

Output:

```
Si lattice constant (rough): 0.543 nm
Ge-Si mismatch (rough): 4.2 %
Ge fraction: 0.20
film lattice constant: 0.54756 nm
misfit strain f: 0.00833
Burgers length b: 0.3840 nm
cos beta, cos lambda: 0.500, 0.500
Poisson ratio (rough): 0.28
C11, C12, C44 (rough): 158, 61, 77 GPa
matched shear modulus G: 48.5 GPa
film stress: 1.436 GPa
film stress: 8.966 eV/nm^3
dimensionless A: 6.9409
length A*b: 2.6650 nm
iterate 0: 10.0000 nm
iterate 1: 11.3525 nm
iterate 2: 11.6906 nm
iterate 3: 11.7688 nm
iterate 4: 11.7865 nm
iterate 5: 11.7905 nm
iterate 6: 11.7915 nm
larger root h/b: 30.711
critical thickness: 11.792 nm = 117.9 angstrom
smaller root: h/b = 0.3891, h = 0.1494 nm
map slope at larger, smaller root: 0.226, 17.84
log factor at h_c: 4.4246
line coefficient K: 4.587 eV/nm
pull at h_c: 20.296 eV/nm
line tension at h_c: 20.296 eV/nm
d ln h_c / d ln f: -1.292
screw area integral, core/h = 0.01: 5.2983
screw image formula ln(2h/core): 5.2983
full-relaxation line spacing: 23.0 nm
cubic line coefficient: 5.637 eV/nm
h_c with cubic anisotropy: 15.42 nm
bowing parameter (rough): 0.0027 nm
misfit with bowing: 0.00755
h_c with bowing: 13.39 nm
growth temperature: 820 K
expansion difference (rough): 3.5e-06 1/K
added thermal misfit: 0.000364
h_c with thermal misfit: 11.16 nm
h_c, cubic + bowing + thermal: 16.46 nm
h_c with factor ln(h/b): 8.14 nm
h_c with factor ln(4h/b): 13.10 nm
surface energy scale (rough): 9.0 eV/nm^2
generous step energy: 2.44 eV/nm
h_c with that step cost: 13.59 nm
half-loop radius at barrier: 17.6 nm
half-loop depth below surface: 14.4 nm
half-loop barrier (rough): 448 eV
thermal energy at growth: 0.0707 eV
glide activation energy (rough): 2.2 eV
anneal temperature: 1170 K
glide rate ratio, anneal/growth: 1.11e+04
every check passed
```
